# How Silica and Water Together Load a Thermoreflectance Transducer

## The problem

A metal film, the transducer of a thermoreflectance measurement, lies on silica. A modulated laser heats the film, and a second laser reads its temperature through the change in reflectance. First the outer face of the film is bare. Then water is placed on it.

Treat the film as lumped: it has one temperature and an areal heat capacity $C_A=c_fh$, where $c_f$ is its heat capacity per volume and $h$ its thickness. Silica and water are half-spaces in perfect thermal contact with the film. Heat flows only along the normal, material properties are constant, and the bare face is insulating. The absorbed flux is the real part of $q_0e^{i\omega t}$, and the periodic film temperature is the real part of $Te^{i\omega t}$. A lag is then a negative phase $\phi=\arg(T/q_0)$.

Which property of silica combines with which property of water to determine $T$? By how much does the water change the phase at 10 MHz?

The data are rough typical values, with $k$ the conductivity and $c$ the heat capacity per volume:

- silica: $k_s=1.40$ W/(m K), $c_s=1.63$ MJ/(m³ K)
- water: $k_w=0.60$ W/(m K), $c_w=4.18$ MJ/(m³ K)
- film: $h=100$ nm, $c_f=2.50$ MJ/(m³ K), so $C_A=0.250$ J/(m² K)

## A tempting solution

Start with one half-space, at depth $z\ge0$ from the film. The heat equation for the complex amplitude is

$$i\omega c\,T(z)=k\,T''(z).$$

Its solutions are $e^{\pm\sigma z}$ with $\sigma^2=i\omega c/k$. The temperature must stay bounded, so $T(z)=Te^{-\sigma z}$, with $\sigma$ the root of positive real part. The flux entering the medium is

$$-kT'(0)=k\sigma T=k\sqrt{\frac{i\omega c}{k}}\,T=\sqrt{i\omega}\,\sqrt{kc}\;T. \tag{1}$$

The quantity $e=\sqrt{kc}$ is the effusivity. So far all is correct.

Now fold the water over onto the silica, so that both occupy $z\ge0$. They carry heat away from the film side by side. Parallel conductors have additive conductivities, and heat capacities add too. The pair therefore seems to be one medium with conductivity $k_s+k_w$, heat capacity $c_s+c_w$ and effusivity

$$e_{\rm fold}=\sqrt{(k_s+k_w)(c_s+c_w)}=\sqrt{2.00\times5.81\times10^6}\approx3409\ \mathrm{W\,s^{1/2}/(m^2K)}.$$

With the phase formula derived below, this value gives a phase change of about $9.5^\circ$.

## Where it fails

Write the heat equation for each medium in the folded coordinate and add the two:

$$i\omega(c_sT_s+c_wT_w)=k_sT_s''+k_wT_w''.$$

This becomes the equation of one medium, with summed $k$ and summed $c$, if $T_s(z)=T_w(z)$ at every depth. Perfect contact guarantees equality only at $z=0$. Since $\sqrt i=(1+i)/\sqrt2$,

$$\sigma=\frac{1+i}{L},\qquad L=\sqrt{\frac{2D}{\omega}},\qquad D=\frac kc,$$

so the amplitude falls as $e^{-z/L}$. At 10 MHz, $\omega=6.283\times10^7$ rad/s, and $L$ is 165.3 nm in silica but 67.6 nm in water. At a depth of 100 nm the amplitudes are $e^{-100/165.3}=0.55$ and $e^{-100/67.6}=0.23$ of the film's. The folded model ties together points whose temperatures differ, as if heat could pass freely between silica and water at equal depth.

The size of the error follows by expanding the product:

$$(k_s+k_w)(c_s+c_w)=k_sc_s+k_wc_w+k_sc_w+k_wc_s.$$

Since $(e_s+e_w)^2=k_sc_s+k_wc_w+2\sqrt{k_sc_sk_wc_w}$, subtraction gives

$$e_{\rm fold}^2-(e_s+e_w)^2=\left(\sqrt{k_sc_w}-\sqrt{k_wc_s}\right)^2\ge0.$$

The difference vanishes when $k_s/c_s=k_w/c_w$, that is, for equal diffusivities, when the two profiles do coincide. Otherwise folding overstates the heat loss.

## The right solution

**The sum.** Keep the two profiles separate and use only what contact supplies, a common surface temperature. By equation (1), silica takes the flux $\sqrt{i\omega}\,e_sT$ and water takes $\sqrt{i\omega}\,e_wT$. The film stores heat at the rate $i\omega C_AT$. Energy conservation requires

$$q_0=i\omega C_AT+\sqrt{i\omega}\,e_sT+\sqrt{i\omega}\,e_wT,$$

and hence

$$T=\frac{q_0}{i\omega C_A+\sqrt{i\omega}\,(e_s+e_w)}. \tag{2}$$

The effusivities add. What is parallel here is the pair of surface admittances, flux divided by surface temperature. Both contain the same factor $\sqrt{i\omega}$, so the two conducted fluxes are in phase and divide in the ratio $e_s:e_w$. In this geometry $k$ and $c$ of each medium enter through their product alone.

**The phase.** Let $e$ be the total effusivity, $e_s$ in the dry state and $e_s+e_w$ in the wet state. Then $\sqrt{i\omega}\,e=\sqrt{\omega/2}\,e\,(1+i)$. Taking $\sqrt{\omega/2}\,e$ out of the denominator of (2) leaves

$$i\omega C_A+\sqrt{i\omega}\,e=\sqrt{\frac{\omega}{2}}\,e\,\bigl[1+i(1+\beta)\bigr],\qquad \beta=\frac{\omega C_A}{\sqrt{\omega/2}\,e}=\frac{\sqrt{2\omega}\,C_A}{e}. \tag{3}$$

The phase of $T$ is minus that of the denominator:

$$\phi=-\arctan(1+\beta).$$

With subscripts $d$ for dry and $w$ for wet, the change is

$$\Delta\phi=\phi_w-\phi_d=\arctan(1+\beta_d)-\arctan(1+\beta_w).$$

The tangent of a difference gives the equivalent form

$$\tan\Delta\phi=\frac{\beta_d-\beta_w}{1+(1+\beta_d)(1+\beta_w)}. \tag{4}$$

Water increases $e$ and so lowers $\beta$; therefore $\Delta\phi>0$ and the lag shrinks. A film that only stored heat would lag by $90^\circ$, and one that only lost heat to half-spaces would lag by $45^\circ$. Water strengthens the loss and moves the film toward $45^\circ$.

**The numbers.** The effusivities, in W s$^{1/2}$/(m² K), are

$$e_s=\sqrt{1.40\times1.63\times10^6}=1510.6,\qquad e_w=\sqrt{0.60\times4.18\times10^6}=1583.7,$$

with sum 3094.3. Water takes $1583.7/3094.3=51.2\%$ of the conducted heat, although its conductivity is less than half that of silica; its larger heat capacity makes up for this. Equation (3) gives

$$\beta_d=\frac{\sqrt{2\times6.283\times10^7}\times0.250}{1510.6}=1.855,\qquad \beta_w=1.855\times\frac{1510.6}{3094.3}=0.906.$$

The phases are $\phi_d=-\arctan2.855=-70.7^\circ$ and $\phi_w=-\arctan1.906=-62.3^\circ$, so

$$\boxed{\Delta\phi=8.4^\circ=0.146\ \mathrm{rad}}$$

The folded model overstated this by about $1.1^\circ$. The amplitude changes as well. From (3), at fixed $q_0$,

$$\frac{|T_w|}{|T_d|}=\frac{e_s}{e_s+e_w}\sqrt{\frac{1+(1+\beta_d)^2}{1+(1+\beta_w)^2}}=0.686.$$

## Which frequency shows the water best?

At low frequency both $\beta$ are small, and (4) gives $\Delta\phi\approx(\beta_d-\beta_w)/2$, which tends to zero: both states approach $-45^\circ$. This limit requires one-dimensional flow; with a finite spot, both phases eventually move toward $0^\circ$ instead. At high frequency both $\beta$ are large, and

$$\Delta\phi\approx\frac1{\beta_w}-\frac1{\beta_d}=\frac{e_w}{\sqrt{2\omega}\,C_A},$$

which also tends to zero, as both states approach $-90^\circ$. This limit belongs to the lumped model: a real film becomes less and less isothermal as the penetration depth in the metal, about 1.4 µm at 10 MHz for a conductivity of 150 W/(m K), shrinks toward $h$. At 100 MHz it is still 0.44 µm, yet such a film, heated and probed at its silica face, already gives $6.9^\circ$ where the lumped model gives $6.2^\circ$. Within the lumped model there is a maximum between the two limits.

To find it, set $x=\beta_d$ and $r=e_s/(e_s+e_w)$, so that $\beta_w=rx$. The derivative of $\arctan(1+x)-\arctan(1+rx)$ vanishes when

$$\frac{1}{1+(1+x)^2}=\frac{r}{1+(1+rx)^2}.$$

Cross-multiplication gives $2+2rx+r^2x^2=2r+2rx+rx^2$. The terms $2rx$ cancel, leaving $2(1-r)=rx^2(1-r)$. Because $r<1$, the one positive solution is $x^2=2/r$. With $x^2=2\omega C_A^2/e_s^2$ this becomes

$$\omega_{\rm opt}=\frac{e_s(e_s+e_w)}{C_A^2}.$$

At this point $rx^2=2$, and (4) reduces to

$$\tan\Delta\phi_{\max}=\frac{(1-r)x}{2+(1+r)x+rx^2}=\frac{1-r}{1+r+4/x}=\frac{1-r}{1+r+2\sqrt{2r}}.$$

For the example, $\omega_{\rm opt}/2\pi=11.9$ MHz and $\Delta\phi_{\max}=8.40^\circ$, so 10 MHz is close to the best choice. The ideal formula gives $5.6^\circ$ at 1 MHz and $6.2^\circ$ at 100 MHz.

For fixed media, $\Delta\phi$ depends on frequency and film only through $\sqrt\omega\,C_A$. At $\omega_{\rm opt}$ it is therefore stationary with respect to $C_A$ too. At 10 MHz, a film 10% thicker shifts the dry phase from $-70.7^\circ$ to $-71.8^\circ$, but changes $\Delta\phi$ by only about $0.02^\circ$.

The two phases can also be used in reverse. Since $\beta=\tan|\phi|-1$ and $\beta_d/\beta_w=(e_s+e_w)/e_s$,

$$\frac{e_w}{e_s}=\frac{\tan|\phi_d|-1}{\tan|\phi_w|-1}-1. \tag{5}$$

In the ideal model this yields the water effusivity from that of silica without knowledge of $C_A$, provided the film and the frequency are the same in both measurements.

## When effusivities no longer add

**Imperfect contact.** Let each interface have resistance $R$ per unit area. A half-space of admittance $Y=\sqrt{i\omega}\,e$ then presents $Y/(1+RY)$ to the film. For small $RY$,

$$\frac{Y}{1+RY}\approx Y-RY^2=\sqrt{i\omega}\,e-i\omega Re^2.$$

The correction has the form of a negative heat capacity, $-Re^2$. Take a conductance $1/R=100$ MW/(m² K) at both interfaces. To this order, the apparent $C_A$ falls by $10^{-8}\times1510.6^2=0.023$ J/(m² K) in the dry state. In the wet state the water interface removes a further 0.025, for a total of 0.048; the full expression gives reductions about one sixth smaller. At this conductance both lags shrink, the wet one more, and $\Delta\phi$ grows. With the full expression $Y/(1+RY)$ it is $9.4^\circ$. Nearly all of the rise comes from the water interface: alone it gives $9.3^\circ$, while the silica interface alone gives $8.4^\circ$. The rise is a small-$RY$ effect; a very poor water contact cuts the water off, and at 5 MW/(m² K) on the water side $\Delta\phi$ falls to $6.9^\circ$. Equation (5), applied to these phases, would report a water effusivity of 1892, about 19% above the value put in.

**A finite spot.** Let pump and probe be equal Gaussian spots of $1/e^2$ radius $w$. For a temperature pattern of lateral wavenumber $p$, the heat equation gives $\sigma_j=\sqrt{p^2+i\omega/D_j}$ in medium $j$, and the film, of conductivity $k_f$, gains a lateral loss $k_fhp^2$. The admittance is

$$Y(p)=i\omega C_A+k_fhp^2+\sum_jk_j\sqrt{p^2+i\omega/D_j}.$$

Each spot of unit power has the transform $e^{-p^2w^2/8}$, so for absorbed power amplitude $P$ the probe-averaged temperature is

$$\bar T=\frac{P}{2\pi}\int_0^\infty\frac{p\,e^{-p^2w^2/4}}{Y(p)}\,dp. \tag{6}$$

At $\omega=0$ the sum becomes $(k_s+k_w)p$: for steady heating it is conductivities that add. Both profiles are then $e^{-pz}$, so temperatures at equal depth agree, and the folding argument holds.

For $w=10$ µm and $k_f=150$ W/(m K), numerical integration of (6) at 10 MHz gives $\Delta\phi=7.9^\circ$, about $0.4^\circ$ below the ideal value. Most of this comes from spreading in the film. With the weight in (6), the mean of $p^2$ is $4/w^2$, so the added real admittance is about

$$\delta=\frac{4k_fh}{w^2}=6\times10^5\ \mathrm{W/(m^2K)}.$$

A small real addition advances the phase by $\delta\,\mathrm{Im}Y/|Y|^2$. From (3), $\mathrm{Im}Y/|Y|^2$ is $3.7\times10^{-8}$ m² K/W when dry and $2.4\times10^{-8}$ when wet. The dry phase advances more, by about 0.008 rad or $0.45^\circ$, and the difference shrinks accordingly. At lower frequency the spot matters more: at 1 MHz, (6) gives $\Delta\phi=3.5^\circ$, where the ideal formula gives $5.6^\circ$. The sign changes near 0.25 MHz, and at 0.1 MHz the change is about $-1.9^\circ$, so the rule that water shrinks the lag fails once lateral spreading is strong.

## Beside a real measurement

A metal film near 100 nm thick, modulated at about 10 MHz, is in the usual range of frequency-domain thermoreflectance. The chosen interface conductance is a plausible order of magnitude for metal against silica or water, but real values depend strongly on adhesion and surface treatment. Of the effects sized here at 10 MHz, each taken alone, imperfect contact is the largest for the 10 µm spot, at about $+1^\circ$. Smaller spots change this ranking: spreading in the film lowers $\Delta\phi$ by about $1.6^\circ$ for $w=5$ µm and $3.4^\circ$ for $w=3$ µm.

A film of finite conductivity, 150 W/(m K), heated and probed at its silica face, gives $8.6^\circ$ when the one-dimensional heat equation is solved on a grid. Air instead of an insulator in the dry state gives $8.3^\circ$. For a mean absorbed power of 1 mW in the 10 µm spot, (6) at $\omega=0$ gives a steady rise of 8.5 K in the wet state. If the conductivity of water grows by roughly 1.5 mW/(m K) per kelvin, applying that whole rise to the water changes $\Delta\phi$ by less than $0.1^\circ$.

The calculated signal is the film temperature. Heated silica and water also change their refractive indices and can alter the reflected light; that contribution is not included. The result $8.4^\circ$ is thus the value for ideal contact and one-dimensional flow, and a measured change may differ from it by a degree or more, and by several degrees for a spot of a few micrometres.
